Bound states of an electron–hole pair in a plane

**Problem: the hydrogen atom in a plane**

An electron (charge −e) and a hole (charge +e) move in a plane of zero thickness embedded in a uniform medium of static relative permittivity ε. Their masses m₁ and m₂ are constant and isotropic, and spin is ignored. The particles are confined to the plane but their electric field is not, so they attract with the three-dimensional Coulomb law V(r) = −e²/(4πε₀εr), where r is their distance in the plane. A bound state is a normalizable stationary state of the relative motion with E < 0, and its binding energy is −E. The three-dimensional radial equation may be taken as known: with ψ = [u(r)/r] Y_lm and u ∝ r^(l+1) at the origin, −(ħ²/2μ)[u″ − l(l+1)u/r²] + Vu = Eu for l = 0, 1, 2, …

(a) Separate the centre-of-mass motion, choose units that remove all constants, and reduce the problem to a radial equation.

(b) Find all bound-state energies and their degeneracies.

(c) Normalize the states. Find |ψ(0)|² and ⟨r⟩, and the most probable distance in the ground state.

(d) Find the three-dimensional levels for the same masses and ε, and the ratio of the ground-state binding energies. Account for the ratio with the trial function e^(−αr).

(e) Evaluate the results for the model parameters μ = 0.10 m_e and ε = 10, where μ is the reduced mass and m_e the free-electron mass.

(f) Let the electron and the hole move in two parallel planes a distance d apart. Bound the ground-state energy from both sides, find its slope at small d, decide what happens to the first excited level, and give the energies for d = 1 nm.

**Solution**

**(a) Units and radial equation**

Let M = m₁ + m₂, X = (m₁r₁ + m₂r₂)/M and r = r₁ − r₂ (vectors in the plane). The chain rule gives ∇₁ = (m₁/M)∇_X + ∇_r and ∇₂ = (m₂/M)∇_X − ∇_r. In the sum ∇₁²/m₁ + ∇₂²/m₂ the cross terms are +(2/M)∇_X·∇_r and −(2/M)∇_X·∇_r, which cancel, and what remains is ∇_X²/M + ∇_r²/μ with 1/μ = 1/m₁ + 1/m₂. The centre of mass moves freely, and the relative motion obeys

−(ħ²/2μ)∇²ψ − [e²/(4πε₀εr)]ψ = Eψ.

Define the effective Bohr radius and the effective Rydberg,

a* = 4πε₀εħ²/(μe²),  Ry* = μe⁴/[2(4πε₀ε)²ħ²].

Inserting a* shows that ħ²/(2μa*²) = μe⁴/[2(4πε₀ε)²ħ²] = Ry* and e²/(4πε₀εa*) = μe⁴/[(4πε₀ε)²ħ²] = 2 Ry*. With lengths in a* and energies in Ry*, which are used from here on unless a unit is written,

Hψ = −∇²ψ − (2/r)ψ = Eψ.  (1)

For polar coordinates x = r cos φ, y = r sin φ, write c = cos φ and s = sin φ. From r = √(x² + y²) and tan φ = y/x follow ∂r/∂x = c, ∂r/∂y = s, ∂φ/∂x = −s/r, ∂φ/∂y = c/r, so that ∂_x = c∂_r − (s/r)∂_φ and ∂_y = s∂_r + (c/r)∂_φ. Each operator is applied twice, with ∂_φ acting also on c and s and ∂_r acting also on 1/r:

∂_x²f = c² f_rr + (s²/r) f_r + (s²/r²) f_φφ − (2cs/r) f_rφ + (2cs/r²) f_φ,

∂_y²f = s² f_rr + (c²/r) f_r + (c²/r²) f_φφ + (2cs/r) f_rφ − (2cs/r²) f_φ.

The last two terms cancel in the sum, and c² + s² = 1 gives

∇²f = f_rr + f_r/r + f_φφ/r².  (2)

The wave function is single-valued, so at each r it has a Fourier series Σ_m R_m(r)e^(imφ) with integer m. The operator ∂_φ² multiplies the m-th term by −m² and the potential does not depend on φ, so (1) holds term by term. It is enough to solve for ψ = R(r)e^(imφ):

R″ + R′/r − m²R/r² + 2R/r + ER = 0.  (3)

Only m² enters, so m and −m share their energies.

**(b) Energies and degeneracies**

Put E = −κ² with κ > 0 and ρ = 2κr. Then d/dr = 2κ d/dρ, the first three terms of (3) acquire the factor 4κ², the fourth becomes 4κR/ρ and the fifth −κ²R. Dividing by 4κ², with primes now meaning d/dρ and ν = 1/κ,

R″ + R′/ρ − m²R/ρ² + (ν/ρ − ¼)R = 0,  E = −1/ν².  (4)

Near the origin, R ∝ ρ^σ makes the three most singular terms equal to [σ(σ − 1) + σ − m²]ρ^(σ−2), so σ² = m², and one solution R₁ starts as ρ^|m|. The second solution follows from the Wronskian W = R₁R₂′ − R₁′R₂. Multiplying (4) for R₂ by R₁, (4) for R₁ by R₂, and subtracting gives W′ + W/ρ = 0, so W = C/ρ. Since (R₂/R₁)′ = W/R₁² ≈ Cρ^(−1−2|m|), the solution R₂ starts as ρ^(−|m|) for |m| ≥ 1 and as ln ρ for m = 0.

For |m| ≥ 1 the norm ∫R₂²ρ dρ ∝ ∫ρ^(1−2|m|) dρ diverges at the origin, and R₂ is excluded. For m = 0 the integral ∫(ln ρ)²ρ dρ converges, and a different argument is needed. For any smooth radial function f such that both f and r f′ ln r vanish at infinity (a Gaussian, or any f that is zero beyond some radius), (2) gives ∇²f = (r f′)′/r, and integration by parts yields

∫ ln r ∇²f d²r = 2π∫₀^∞ ln r (r f′)′ dr = 2π[r f′ ln r]₀^∞ − 2π∫₀^∞ f′ dr = 2π f(0).

This says that ∇² ln r = 2πδ²(r). A wave function that starts as ln r therefore puts a point source into (1). The other terms, (2/r)ψ and Eψ, are integrable over a small disc with an integral that vanishes as the disc shrinks, so they cannot cancel a delta function. The logarithmic solution satisfies (3) for r > 0 but not (1) in the whole plane, and it is excluded too.

At large ρ, (4) tends to R″ = R/4 with solutions e^(±ρ/2). Both limits are factored out by writing R = g w with g = ρ^|m| e^(−ρ/2). The derivatives of g are

g′/g = |m|/ρ − ½,

g″/g = (g′/g)² + (g′/g)′ = m²/ρ² − |m|/ρ + ¼ − |m|/ρ².

Equation (4) divided by g reads w″ + (2g′/g + 1/ρ)w′ + Q w = 0. The coefficient of w′ is (2|m| + 1)/ρ − 1, and

Q = g″/g + g′/(gρ) − m²/ρ² + ν/ρ − ¼.

Here g′/(gρ) = |m|/ρ² − 1/(2ρ). The 1/ρ² terms add to m² − |m| + |m| − m² = 0, the constants to ¼ − ¼ = 0, and the 1/ρ terms leave Q = (ν − |m| − ½)/ρ. The ½ is the product of the −½ in g′/g with the coefficient 1 of R′/ρ in the planar Laplacian. Multiplying by ρ,

ρw″ + (2|m| + 1 − ρ)w′ + (ν − |m| − ½)w = 0.  (5)

The allowed solution has w finite at the origin: w = Σ_k c_k ρ^k with c₀ ≠ 0. The coefficient of ρ^k receives (k + 1)k c_(k+1) from ρw″, (2|m| + 1)(k + 1)c_(k+1) − k c_k from the w′ term, and (ν − |m| − ½)c_k from the last term. Setting the sum to zero,

c_(k+1) = c_k (k + |m| + ½ − ν)/[(k + 1)(k + 2|m| + 1)].  (6)

The denominator never vanishes, and the ratio tends to zero, so the series converges for all ρ.

Suppose the numerator never vanishes either. The fraction (k + |m| + ½ − ν)/(k + 2|m| + 1) tends to 1, so for a fixed λ with ½ < λ < 1 there is an index K beyond which it exceeds λ. For k ≥ K all c_k then have one sign and c_(k+1)/c_k > λ/(k + 1), which is the ratio of successive coefficients of e^(λρ). By induction |c_k| ≥ Aλ^k/k! for k ≥ K, with A = |c_K|K!/λ^K > 0. Hence |w| ≥ A e^(λρ) minus a polynomial, and |R| grows at least as e^((λ−½)ρ). Such a function is not normalizable.

The series must therefore end: the numerator vanishes at some k = n_r = 0, 1, 2, …, and then w is a polynomial of degree n_r and R decays as e^(−ρ/2). The condition is ν = n_r + |m| + ½. With n = n_r + |m| + 1,

E_n = −Ry*/(n − ½)²,  n = 1, 2, 3, …  (7)

The levels are −4, −4/9, −4/25, −4/49, … in Ry*. For given n, |m| = n − 1 − n_r can be any of 0, 1, …, n − 1, and each value fixes n_r. The value m = 0 counts once and each of the n − 1 other values twice, so the degeneracy is 1 + 2(n − 1) = 2n − 1, that is 1, 3, 5, 7, … States with |m| = 0, 1, 2 are called s, p, d. Rotations in the plane make m a good quantum number but force no degeneracy; the pairing of m with −m comes from the reflection φ → −φ, which leaves H unchanged and turns e^(imφ) into e^(−imφ). The equality of levels with different |m|, such as 2s and 2p, arises because n_r and |m| enter (6) through their sum alone, which belongs to the 1/r form of the potential and is lost in part (f).

**(c) Wave functions**

Write p = n_r, β = 2|m| and q = p + β, so that 2ν = 2p + β + 1 = p + q + 1. At termination (6) reads c_(k+1)/c_k = −(p − k)/[(k + 1)(k + β + 1)]. The associated Laguerre polynomial

L_p^β(ρ) = Σ_(k=0..p) (−1)^k q! ρ^k/[(p − k)! (β + k)! k!]

has exactly this ratio of successive coefficients, so

ψ = N ρ^|m| e^(−ρ/2) L_p^β(ρ) e^(imφ),  ρ = 2r/ν.

The norm and ⟨r⟩ need the integrals I_j = ∫₀^∞ ρ^(β+j) e^(−ρ) L² dρ for j = 1 and 2, where L = L_p^β. The product rule, with k of the p derivatives D = d/dρ acting on the exponential and p − k on the power, gives

D^p(ρ^q e^(−ρ)) = Σ_k [p!/(k!(p − k)!)] (−1)^k e^(−ρ) [q!/(β + k)!] ρ^(β+k) = p! ρ^β e^(−ρ) L.

One factor ρ^β e^(−ρ)L in I_j is replaced by this derivative, and the integral is taken by parts p times. Every boundary term contains a derivative of ρ^q e^(−ρ) of order at most p − 1, which carries at least the power ρ^(β+1) and the exponential, so it vanishes at both ends:

I_j = [(−1)^p/p!] ∫₀^∞ ρ^q e^(−ρ) D^p(ρ^j L) dρ.

Only powers of ρ^jL of degree p or higher survive D^p. The three highest terms of L, from k = p, p − 1, p − 2, are

L = (−1)^p [ρ^p/p! − q ρ^(p−1)/(p − 1)! + q(q − 1)ρ^(p−2)/(2(p − 2)!) − …].

With D^pρ^p = p!, D^pρ^(p+1) = (p + 1)!ρ and D^pρ^(p+2) = (p + 2)!ρ²/2,

(−1)^p D^p(ρL) = (p + 1)ρ − pq,

(−1)^p D^p(ρ²L) = ½(p + 1)(p + 2)ρ² − p(p + 1)qρ + ½p(p − 1)q(q − 1).

The factors p and p − 1 remove the terms that do not exist for p = 0 or 1. With ∫₀^∞ρ^k e^(−ρ)dρ = k!,

I₁ = (q!/p!)[(p + 1)(q + 1) − pq] = (q!/p!)(p + q + 1) = (q!/p!) 2ν,

I₂ = (q!/p!) B,

B = ½(p² + 3p + 2)(q² + 3q + 2) − (p² + p)(q² + q) + ½(p² − p)(q² − q).

In B the coefficient of p²q² is ½ − 1 + ½ = 0, those of p²q and pq² are 3/2 − 1 − ½ = 0, and that of pq is 9/2 − 1 + ½ = 4, so B = p² + q² + 4pq + 3p + 3q + 2. With S = p + q = 2ν − 1 and q − p = β one has p² + q² = (S² + β²)/2 and 4pq = S² − β², which gives

B = (3/2)S² + 3S + 2 − β²/2 = (3/2)(S + 1)² + ½ − β²/2 = 6ν² + ½ − 2m².

Since r = νρ/2, the area element is d²r = (ν²/4)ρ dρ dφ, and normalization requires 1 = N²·2π·(ν²/4)·I₁ = N²πν³ q!/p!. The mean distance is ⟨r⟩ = (ν/2)I₂/I₁ = B/4. Thus

N² = n_r!/[πν³(n_r + 2|m|)!],  ⟨r⟩ = (3ν² − m² + ¼)/2.  (8)

For m = 0 one has q = p and L(0) = 1, so |ψ(0)|² = 1/(πν³). For m ≠ 0 the factor ρ^|m| makes ψ(0) = 0.

The ground state has ν = ½, ρ = 4r and N² = 8/π:

ψ_1s = √(8/π) e^(−2r),  |ψ_1s(0)|² = 8/π = 2.546 per a*²,  ⟨r⟩ = (¾ + ¼)/2 = ½.

Direct substitution confirms the energy: by (2), −∇²e^(−2r) = (−4 + 2/r)e^(−2r), the 2/r cancels the potential, and E = −4 remains. The probability of finding the pair at a distance between r and r + dr is 2πr|ψ|²dr ∝ r e^(−4r), whose derivative (1 − 4r)e^(−4r) vanishes at r = ¼. For n = 2, ν = 3/2 and ρ = 4r/3. The 2s state is ∝ (1 − ρ)e^(−ρ/2) with N² = 8/(27π) and ⟨r⟩ = (27/4 + ¼)/2 = 3.5. The 2p states are ∝ ρ e^(−ρ/2)e^(±iφ) with N² = 4/(27π) and ⟨r⟩ = (27/4 − 1 + ¼)/2 = 3.

**(d) Comparison with three dimensions**

In the same units the given equation is

−u″ + l(l + 1)u/r² − 2u/r = Eu.  (9)

The planar equation (3) takes this form under R = u r^(−1/2). The derivatives are

R′ = u′r^(−1/2) − ½u r^(−3/2),

R″ = u″r^(−1/2) − u′r^(−3/2) + ¾u r^(−5/2),

and R′/r = u′r^(−3/2) − ½u r^(−5/2). The u′ terms cancel in the sum, so R″ + R′/r = r^(−1/2)[u″ + u/(4r²)], and (3) becomes

−u″ + (m² − ¼)u/r² − 2u/r = Eu.  (10)

Because l(l + 1) = (l + ½)² − ¼, equations (9) and (10) coincide when |m| = l + ½. The boundary conditions coincide as well, since R ∝ r^|m| means u ∝ r^(|m|+½) = r^(l+1). The steps from (4) to the termination condition used |m| ≥ 0 but never that it is an integer, apart from the choice of the solution at the origin, which is now given. They carry over with |m| replaced by l + ½, so ν = n_r + l + ½ + ½ and

E_n(3D) = −Ry*/n²,  n = n_r + l + 1.

Read in the other direction, the planar problem is the three-dimensional radial problem at l = |m| − ½, and this is the origin of the shift n → n − ½. For s states the 1/r² term of (9) is absent, while that of (10) is −1/(4r²), an attraction. The ratio of binding energies at equal n is

E_n(2D)/E_n(3D) = n²/(n − ½)².

It equals 4 for the ground state and 16/9 for n = 2, and it falls toward 1 as 1 + 1/n at large n. The factor 4 belongs to the ground state alone, and it compares two systems with the same μ and ε. The three-dimensional ground state has κ = 1 and u ∝ r e^(−r). Its radial density r²e^(−2r) peaks where 2r − 2r² = 0, at r = 1, and with ∫₀^∞r^k e^(−2αr)dr = k!/(2α)^(k+1) its mean is ⟨r⟩ = (6/16)/(2/8) = 3/2.

Both ground states have the form e^(−αr), so this trial function with free α reaches the exact result in each case. In dimension D = 2 or 3 the Laplacian of a radial function is f″ + (D − 1)f′/r; for D = 3 this is the l = 0 case of the given equation, because (rf)″/r = f″ + 2f′/r. Hence

−∇²e^(−αr) = [−α² + (D − 1)α/r] e^(−αr).

Averages carry the weight r^(D−1)e^(−2αr), and

D = 2: ⟨1/r⟩ = [1/(2α)]/[1/(2α)²] = 2α,

D = 3: ⟨1/r⟩ = [1/(2α)²]/[2/(2α)³] = α.

The kinetic energy ⟨T⟩ = −α² + (D − 1)α⟨1/r⟩ is −α² + 2α² = α² in both cases. The potential energy −2⟨1/r⟩ is −4α in the plane and −2α in space. Writing ⟨1/r⟩ = γα, the energy E(α) = α² − 2γα has its minimum at α = γ, where E = −γ². In space γ = 1, so α = 1, ⟨T⟩ = 1, ⟨V⟩ = −2 and E = −1. In the plane γ = 2, so α = 2, ⟨T⟩ = 4, ⟨V⟩ = −8 and E = −4. At equal decay length the planar state costs the same kinetic energy but gains twice the potential energy, because the weight r dr favours short distances more than r²dr does. The state then contracts by a factor of 2, and the two factors of 2 multiply.

**(e) Numbers**

With the SI values of ħ, e, ε₀ and m_e, the two constants in the Schrödinger equation are ħ²/(2μ) = 381.0 meV nm² for μ = 0.10 m_e and e²/(4πε₀ε) = 144.0 meV nm for ε = 10. By the definitions in (a), a* is twice the first divided by the second, and Ry* is the second divided by 2a*:

a* = 2 × 381.0/144.0 nm = 5.292 nm,

Ry* = 144.0/(2 × 5.292) meV = 13.61 meV.

The same values follow by scaling the Rydberg energy 13.6057 eV with (μ/m_e)/ε² = 0.10/100 and the Bohr radius 0.05292 nm with ε/(μ/m_e) = 100. Dividing −13.61 meV by (n − ½)² = 0.25, 2.25, 6.25, 12.25 and by n² = 1, 4, 9, 16 gives the levels:

n = 1: −54.4 meV (2D, 1 state), −13.6 meV (3D)
n = 2: −6.05 meV (2D, 3 states), −3.40 meV (3D)
n = 3: −2.18 meV (2D, 5 states), −1.51 meV (3D)
n = 4: −1.11 meV (2D, 7 states), −0.85 meV (3D)

The 1s–2s spacing is 4 − 4/9 = 3.556 Ry* = 48.4 meV in the plane and 1 − ¼ = 0.75 Ry* = 10.2 meV in space. The ground-state mean distance is 0.5 × 5.292 = 2.65 nm in the plane and 1.5 × 5.292 = 7.94 nm in space.

**(f) Separated planes and the limits of the result**

For in-plane distance r the true distance is √(r² + d²), with d in a*, so H_d = −∇² − 2/√(r² + d²) = H + ΔV, where

ΔV = 2/r − 2/√(r² + d²) > 0.

The bounds use the variational principle. A normalized function χ expanded in the eigenstates of a Hamiltonian, continuum included, has as its mean energy a weighted average of eigenvalues, which cannot lie below the lowest one. If the Hamiltonian conserves m and χ has a definite m, only eigenstates of that m appear, and the bound is the lowest level of that m.

For the lower bound, let χ₀ be the ground state of H_d. Then E₀(d) = ⟨χ₀|H|χ₀⟩ + ⟨χ₀|ΔV|χ₀⟩. The first term is at least −4 and the second is positive, so E₀(d) > −4. Only the sign of ΔV was used: for any local potential that lies above −2/r everywhere, the binding energy is less than 4 Ry*. For the upper bound, ψ_1s serves as trial function for H_d, which gives E₀(d) ≤ −4 + ⟨ψ_1s|ΔV|ψ_1s⟩. Since |ψ_1s|² < 8/π for r > 0, the last term is less than 8/π times

∫ΔV d²r = 4π∫₀^∞[1 − r/√(r² + d²)]dr = 4π[r − √(r² + d²)]₀^∞ = 4πd.

The upper limit contributes zero because √(r² + d²) − r = d²/[√(r² + d²) + r] → 0, and the lower limit contributes +d. With (8/π)(4πd) = 32d,

−4 < E₀(d) < −4 + 32d.  (11)

For small d, first-order perturbation theory gives the shift ⟨ψ|ΔV|ψ⟩. Under r = d t the integral of ΔV becomes d times a convergent integral over t, so its weight lies at r of order d, where ψ may be replaced by ψ(0) as d → 0. To first order in d the shift of an s state is 4πd|ψ(0)|² = 4d/ν³, which is 32d for 1s: the upper bound in (11) is the tangent at d = 0. The tail of ΔV fixes the leading correction within first order. From the identity above,

ΔV = 2d²/{r√(r² + d²)[√(r² + d²) + r]} ≤ d²/r³,

with equality approached for r ≫ d. Expanding e^(−4r) ≈ 1 − 4r, the second term adds −(8/π)·4·2π d²∫dr/r = −64d²∫dr/r over the range d ≪ r ≪ ¼, that is −64d² ln(1/d) to leading logarithmic order, or −2d ln(1/d) relative to 32d. The relaxation of the wave function lowers the energy further, because the exact level lies below the trial value. Its order follows from the second-order term, a sum of squared matrix elements of ΔV divided by excitation energies. For intermediate states of large wave number k the denominator is about k² and the number of states is proportional to k dk. For k ≪ 1/d the matrix element is of order ψ(0)·4πd. The bound and low-lying states then contribute an amount of order d², and the range 1 ≪ k ≪ 1/d contributes d²∫dk/k, of order d² ln(1/d). For k ≫ 1/d the element is set by the 2/r singularity, whose planar Fourier transform scales as 1/k, and ∫k dk/k⁴ from 1/d upward is of order d². The relaxation is thus of order d² ln(1/d) and leaves the slopes of the s states at d = 0 unchanged; its coefficient is not derived here.

For n = 2, ΔV does not depend on φ and cannot mix the three states, which have m = 0, +1, −1, so each is shifted separately. The 2s state moves up by 4d/(3/2)³ = 32d/27 to first order in d. The 2p state is the lowest of its m, so both variational arguments apply to it. With |ψ_2p|² = [4/(27π)](16r²/9)e^(−4r/3) and ΔV ≤ d²/r³,

⟨ΔV⟩ ≤ [4/(27π)](16/9) d²·2π∫₀^∞e^(−4r/3)dr = [4/(27π)](16/9)(2π)(¾)d² = (32/81)d²,

and therefore −4/9 < E_2p(d) < −4/9 + (32/81)d². A shift linear in d exceeds one that is at most quadratic when d is small, so for small d the level splits with 2p below 2s. The p state avoids the origin, where the potential is changed most.

Values at finite d need a numerical solution. The radial equation is written as −(rR′)′ + m²R/r + rVR = E rR and integrated over cells of width h centred at r_i = (i − ½)h. The flux rR′ at the face between cells i and i + 1 is taken as ih(R_(i+1) − R_i)/h, it vanishes at r = 0, the other terms are taken at the cell centres, and R is set to zero at a radius many times ⟨r⟩. In the variables √r_i R_i this is a symmetric tridiagonal eigenvalue problem. Once h is small compared with both d and the size of the state, its error is of order h², and that order is removed by the Richardson combination [4E(h/2) − E(h)]/3. For h several times larger than d the grid does not resolve the core of the potential, and the extrapolation is not reliable.

For d = 0.002 the result is E₀ = −3.93901 Ry*, inside the interval (11), whose upper end is −4 + 32 × 0.002 = −3.93600. The mean slope is (4 − 3.93901)/0.002 = 30.5, about 5 percent below the limit 32, on the side that the two negative corrections require.

For d = 1 nm in the model of part (e), d = 1/5.292 = 0.1890. The upper bound −4 + 32 × 0.1890 is positive and carries no information, and d is too large for the first-order shifts of the s states. The numerical levels are

1s: −2.072 Ry* = −28.2 meV (d = 0: −54.4 meV)
2p: −0.434 Ry* = −5.91 meV (d = 0: −6.05 meV)
2s: −0.351 Ry* = −4.78 meV (d = 0: −6.05 meV)

A separation of less than a fifth of a* removes nearly half of the ground-state binding and reduces the ratio to the three-dimensional value from 4 to 2.07. The length to compare d with is the size of the planar 1s state, whose most probable distance is ¼ a*. The 2p level has moved by 0.4444 − 0.4344 = 0.010 Ry*, within its bound (32/81) × 0.1890² = 0.014 Ry*, and it lies 1.13 meV below 2s, in the order found at small d. At large d the potential never falls below −2/d and the kinetic energy is positive, so E₀ > −2/d and the binding is less than Ry* for d > 2. This model therefore does not interpolate between two and three dimensions; it describes particles that are kept apart.

Equation (7) also fails if the form of the interaction changes. A layer whose own polarizability differs from that of its surroundings does not screen with one constant ε, and the interaction, as in the Rytova–Keldysh model, is no longer proportional to 1/r, so the recurrence (6) does not apply. If the field itself were confined to the plane, the potential would solve the two-dimensional Poisson equation, and by ∇² ln r = 2πδ²(r) the attraction would be proportional to +ln r. It rises without limit at large r, so there is no ionization threshold from which to measure a binding energy. Finally, constant isotropic masses describe a crystal only near parabolic, isotropic band edges, which requires the state to extend over many lattice spacings; the planar ground state, with ⟨r⟩ = ½ a*, has one third of the mean distance of the three-dimensional one and meets this condition less easily.

All numerical values are calculated from the stated model.
